\section*{Divacancy spin resonance in SiC with and without transverse anisotropy}

\section{The problem}

A neutral divacancy in silicon carbide consists of a missing silicon atom next to a missing carbon atom. Its electronic ground state has spin $S=1$. Even without a magnetic field the three spin states do not all have the same energy, and a microwave field can drive transitions between them.

Let $x,y,z$ be the principal axes of this zero-field splitting, and let a static field $B\ge 0$ point along $z$. With $h$ Planck's constant and $S_x,S_y,S_z$ dimensionless spin operators, take
\begin{equation}
\frac{H}{h}=D\left(S_z^2-\tfrac23\right)+E\left(S_x^2-S_y^2\right)+\gamma B S_z,
\qquad \gamma=\frac{g\mu_B}{h}.
\label{eq:H}
\end{equation}
Here $D$ is the axial splitting, $E$ the transverse anisotropy, $g$ the electron $g$ factor and $\mu_B$ the Bohr magneton. The Zeeman term is positive because the electron's magnetic moment is opposite to its spin. Frequencies are in MHz and fields in mT, the natural units here. Use $D=1.3$~GHz $=1300$~MHz and $g=2$, so that $\gamma=27.9925$~MHz/mT. Hyperfine coupling to nuclei is left out.

\begin{enumerate}
\item For $E=0$, find the resonance frequencies at $B=0$, $0.5$, $1$ and $5$~mT.
\item Repeat this for $E=20$~MHz, a round model value.
\item Find which transitions are driven by a weak microwave field along $x$, $y$ or $z$.
\item Find how the lines depend on $B$ in weak and strong fields, and the error in $B$ if $E$ is ignored when a spectrum is read.
\end{enumerate}

\section{Hints}

\begin{enumerate}
\item Use the states $|m\rangle$ with $S_z|m\rangle=m|m\rangle$ and $m=+1,0,-1$. Which terms of $H$ are diagonal?
\item Write $S_x^2-S_y^2$ in terms of $S_\pm=S_x\pm iS_y$. By how much can it change $m$?
\item One state stays uncoupled. The other two form a $2\times2$ problem; subtract the mean of its diagonal before solving it.
\item For the drive, first work out $S_x|0\rangle$ and $S_y|0\rangle$, then project on the eigenstates. A mixing angle keeps the algebra short.
\item For the limits, take the larger quantity out of the square root before expanding.
\end{enumerate}

\section{Full solution}

\subsection{Where $D$ and $E$ come from}

In its principal axes the zero-field term is $T_xS_x^2+T_yS_y^2+T_zS_z^2$. Since $S_x^2+S_y^2+S_z^2=S(S+1)=2$ is a constant, a common part of the three $T$'s shifts all levels equally. We remove it by setting $T_x+T_y+T_z=0$. Splitting $T_x$ and $T_y$ into half-sum and half-difference gives
\begin{align}
\sum_i T_iS_i^2
&=T_zS_z^2+\frac{T_x+T_y}{2}(S_x^2+S_y^2)+\frac{T_x-T_y}{2}(S_x^2-S_y^2)\nonumber\\
&=T_zS_z^2-\frac{T_z}{2}(2-S_z^2)+\frac{T_x-T_y}{2}(S_x^2-S_y^2)\nonumber\\
&=\frac{3T_z}{2}\left(S_z^2-\frac23\right)+\frac{T_x-T_y}{2}(S_x^2-S_y^2).
\end{align}
Thus $D=3T_z/2$ and $E=(T_x-T_y)/2$. We choose $z$ as the axis with the largest $|T_i|$. For $D>0$ this means $|{-D/3}\pm E|\le 2D/3$, hence $|E|\le D/3$.

Symmetry decides whether $E$ can be present. If the two vacancies lie along the crystal's $c$ axis, the defect has a threefold axis. A rotation by $\varphi=120^\circ$ about $z$ multiplies $S_\pm^2$ by phase factors $e^{\pm2i\varphi}$ (which sign goes with which operator depends on the rotation convention). These factors differ from 1, so a term made of $S_+^2$ and $S_-^2$ is not invariant. As shown below, the $E$ term is of this kind, so $E=0$. Strain that breaks the threefold symmetry permits $E\ne0$. A basal divacancy, whose vacancy pair is inclined to $c$, has no threefold axis and may have $E\neq0$ without strain. Its $z$ axis is not the $c$ axis, so ``axial field'' here means a field along the defect's own $z$ axis.

\subsection{Without transverse anisotropy}

Write $b=\gamma B$. For $E=0$ the Hamiltonian contains $S_z$ alone and is diagonal in $m$. Its levels, divided by $h$, are
\begin{equation}
\varepsilon_0=-\frac{2D}{3},\qquad
\varepsilon_{\pm1}=D\left(1-\frac23\right)\pm b=\frac D3\pm b .
\end{equation}
The differences from the $m=0$ level are
\begin{equation}
f_\pm=\varepsilon_{\pm1}-\varepsilon_0=D\pm b\qquad(b<D).
\label{eq:plain}
\end{equation}
The levels $m=+1$ and $m=-1$ differ by $2b$, but we shall see that a microwave field does not drive this transition when $E=0$.

At $B=1$~mT, $b=27.9925\times1=27.99$~MHz, and the lines lie at $1300\mp27.99$~MHz, that is, at $1272.0$ and $1328.0$~MHz. The four fields give, in MHz:
\begin{center}
\begin{tabular}{cccc}
$B$ (mT) & $b$ & $f_-$ & $f_+$\\ \hline
0 & 0 & 1300.0 & 1300.0\\
0.5 & 14.0 & 1286.0 & 1314.0\\
1 & 28.0 & 1272.0 & 1328.0\\
5 & 140.0 & 1160.0 & 1440.0
\end{tabular}
\end{center}
The single zero-field line splits linearly, and the midpoint of the pair stays at $D$.

\subsection{With transverse anisotropy}

Squaring $S_\pm=S_x\pm iS_y$ and adding, the mixed products cancel:
\begin{equation}
S_+^2+S_-^2=2(S_x^2-S_y^2).
\end{equation}
The $E$ term is therefore $(E/2)(S_+^2+S_-^2)$ and changes $m$ by $\pm2$. For spin 1, $S_+|{-1}\rangle=\sqrt2\,|0\rangle$ and $S_+|0\rangle=\sqrt2\,|{+1}\rangle$, so $S_+^2|{-1}\rangle=2|{+1}\rangle$. The matrix element between $m=-1$ and $m=+1$ is $(E/2)\times2=E$.

The state $|0\rangle$ would have to go to $m=\pm2$, which does not exist. It stays an eigenstate at $-2D/3$. In the basis $|{+1}\rangle,|{-1}\rangle$ the remaining block is
\begin{equation}
M=\begin{pmatrix}D/3+b&E\\E&D/3-b\end{pmatrix}.
\end{equation}
Its eigenvalues $\lambda$ follow from
\begin{equation}
0=\det(M-\lambda)=\left(\frac D3-\lambda\right)^2-b^2-E^2 ,
\end{equation}
so that
\begin{equation}
\lambda_\pm=\frac D3\pm R,\qquad R=\sqrt{E^2+b^2}.
\end{equation}
Subtracting $-2D/3$ gives the two lines from $m=0$; the difference of the two upper levels gives a third:
\begin{equation}
f_\pm=D\pm R\quad(R<D),\qquad f_3=\lambda_+-\lambda_-=2R .
\label{eq:lines}
\end{equation}
For $E=0$, $R=b$ and equation~(\ref{eq:plain}) returns. Anisotropy and field combine as the two legs of a right triangle; their splittings do not add.

At $B=1$~mT,
\begin{equation}
R=\sqrt{20^2+27.992^2}\ \text{MHz}=34.40\ \text{MHz}.
\end{equation}
The levels are $-866.7$, $398.9$ and $467.7$~MHz. The lines from $m=0$ are $398.9+866.7=1265.6$~MHz and $467.7+866.7=1334.4$~MHz. For all four fields, in MHz:
\begin{center}
\begin{tabular}{ccccc}
$B$ (mT) & $R$ & $f_-$ & $f_+$ & $f_3$\\ \hline
0 & 20.0 & 1280.0 & 1320.0 & 40.0\\
0.5 & 24.4 & 1275.6 & 1324.4 & 48.8\\
1 & 34.4 & 1265.6 & 1334.4 & 68.8\\
5 & 141.4 & 1158.6 & 1441.4 & 282.8
\end{tabular}
\end{center}
The lines are now split by $2|E|=40$~MHz at zero field. At $5$~mT, $E$ moves each line by only $1.4$~MHz.

\subsection{States and drive strengths}

Take $E>0$ and define $\theta$ by $\sin\theta=E/R$ and $\cos\theta=b/R$. Then
\begin{equation}
M=\frac D3+R\begin{pmatrix}\cos\theta&\sin\theta\\ \sin\theta&-\cos\theta\end{pmatrix},
\end{equation}
and the upper and lower eigenstates are
\begin{align}
|u\rangle&=\cos\tfrac\theta2\,|{+1}\rangle+\sin\tfrac\theta2\,|{-1}\rangle,\nonumber\\
|l\rangle&=-\sin\tfrac\theta2\,|{+1}\rangle+\cos\tfrac\theta2\,|{-1}\rangle .
\end{align}
To see this for $|u\rangle$, apply the angular matrix. The first component becomes $\cos\theta\cos\frac\theta2+\sin\theta\sin\frac\theta2=\cos\frac\theta2$, and the second $\sin\theta\cos\frac\theta2-\cos\theta\sin\frac\theta2=\sin\frac\theta2$. The eigenvalue is $+1$. The matrix has zero trace, so the orthogonal state $|l\rangle$ has eigenvalue $-1$.

A weak microwave field along axis $i$ drives a transition at a rate proportional to the squared matrix element of $S_i$, called its strength here. From $S_x=(S_++S_-)/2$ and $S_y=(S_+-S_-)/(2i)$,
\begin{equation}
S_x|0\rangle=\frac{|{+1}\rangle+|{-1}\rangle}{\sqrt2},\qquad
S_y|0\rangle=-i\,\frac{|{+1}\rangle-|{-1}\rangle}{\sqrt2}.
\end{equation}
Projection on $|u\rangle$ gives
\begin{equation}
|\langle u|S_x|0\rangle|^2=\tfrac12\left(\cos\tfrac\theta2+\sin\tfrac\theta2\right)^2
=\frac{1+\sin\theta}{2},
\end{equation}
because $2\sin\frac\theta2\cos\frac\theta2=\sin\theta$. For $|l\rangle$ the sign between the two terms changes, so
\begin{equation}
|\langle l|S_x|0\rangle|^2=\frac{1-\sin\theta}{2}.
\label{eq:lowerstrength}
\end{equation}
The relative minus sign in $S_y|0\rangle$ exchanges the two results for a $y$ drive. A $z$ drive leaves these lines dark, since $S_z|0\rangle=0$, but it connects the upper two states:
\begin{equation}
\langle l|S_z|u\rangle=-\sin\tfrac\theta2\cos\tfrac\theta2-\cos\tfrac\theta2\sin\tfrac\theta2=-\sin\theta .
\end{equation}
The line at $2R$ thus has strength $\sin^2\theta$. It has none for an $x$ or $y$ drive, because $S_x$ and $S_y$ change $m$ by one, whereas $|u\rangle$ and $|l\rangle$ contain $m=\pm1$. For $E=0$ and $b>0$, $\sin\theta=0$: both lines from $m=0$ have strength $1/2$ and the $2b$ line is dark. Strength is not yet signal; the latter also needs a population difference between the two levels.

At $0.5$~mT, $\sin\theta=20/24.411=0.819$. An $x$ drive has strength $(1+0.819)/2=0.91$ on the upper line and $0.09$ on the lower one, and a $z$ drive has $0.819^2=0.67$ on the third. At zero field the $x$ drive excites the upper line alone. At $5$~mT its strengths are $0.57$ and $0.43$, close to the equal values for $E=0$.

For $E<0$ the formulas hold with $\sin\theta=E/R$ negative. The frequencies contain $E^2$ and do not change, while the $x$ and $y$ strengths change places. Frequencies in an axial field thus do not reveal the sign of $E$; for given $x$ and $y$ axes, it can be found from the strengths under a drive along $x$ or $y$. A drive midway between these two axes does not reveal it, since both lines from $m=0$ then have strength $1/2$ for either sign.

\subsection{Weak and strong fields}

The two regimes meet where $b=|E|$, at $B=20/27.9925=0.71$~mT. For $b\ll|E|$,
\begin{equation}
R=|E|\sqrt{1+\frac{b^2}{E^2}}\simeq|E|+\frac{b^2}{2|E|}.
\end{equation}
The lines start quadratically. At $0.1$~mT, $b=2.799$~MHz, and the upper line moves by $2.799^2/(2\times20)=0.196$~MHz; the full square root gives $0.195$~MHz. With $E=0$ it would move by the whole $2.8$~MHz.

For $b\gg|E|$,
\begin{equation}
R=b\sqrt{1+\frac{E^2}{b^2}}\simeq b+\frac{E^2}{2b}.
\label{eq:strong}
\end{equation}
At $5$~mT the correction is $400/(2\times139.96)=1.43$~MHz, against $1.42$~MHz from the full root.

The slope at any field follows by differentiating $R^2=E^2+\gamma^2B^2$, which gives $2R\,dR/dB=2\gamma^2B$ and hence
\begin{equation}
\frac{df_\pm}{dB}=\pm\gamma\,\frac bR=\pm\gamma\cos\theta\qquad(0<R<D).
\end{equation}
The factor $\cos\theta$ is the mean spin along $z$ in the upper state: $\langle u|S_z|u\rangle=\cos^2\frac\theta2-\sin^2\frac\theta2=\cos\theta$. At $B=0$, $E$ mixes $m=\pm1$ equally, this mean vanishes, and the line does not respond to a small axial field in first order. The upper-line slope is $16.05$~MHz/mT at $0.5$~mT and $27.7$~MHz/mT at $5$~mT, approaching $\gamma=28.0$~MHz/mT.

\subsection{Reading a spectrum}

Adding and subtracting the two lines of equation~(\ref{eq:lines}) gives, for $R<D$,
\begin{equation}
D=\frac{f_++f_-}{2},\qquad R=\frac{f_+-f_-}{2}.
\label{eq:read}
\end{equation}
The pair fixes $D$ and $R$, but not $E$ and $B$ separately. The third line does not help, since $f_3=f_+-f_-$. A spectrum at $B=0$ that shows both lines supplies $|E|$ as half their distance (a drive exactly along $x$ or $y$ excites only one of them), after which $B=\sqrt{R^2-E^2}/\gamma$.

If $E$ is ignored, $R$ is mistaken for $b$ and the inferred field is $R/\gamma$. At a true field of $0.5$~mT this is $24.411/27.9925=0.872$~mT, too large by $74\%$ of the true field. At $5$~mT it is $5.05$~mT, too large by $1\%$.

These results need a field along $z$. A transverse component $B_\perp$ couples $|0\rangle$ to one or both of the other states. While $\gamma B_\perp$ is small compared with the distance from $|0\rangle$ to each of them, second-order perturbation theory gives shifts of order $(\gamma B_\perp)^2$ divided by that distance. The second variation treats the case where one distance vanishes.

\section{Variation 1: a field beyond the level crossing}

\textit{Where does the lower line reach zero frequency, and where are the lines at $60$~mT?}

The lower mixed level meets $m=0$ when $D/3-R=-2D/3$, or $R=D$. Hence
\begin{equation}
B_c=\frac{\sqrt{D^2-E^2}}{\gamma}.
\end{equation}
This is $1300/27.9925=46.441$~mT for $E=0$ and $46.436$~mT for $E=20$~MHz. The levels cross without repelling each other, because in an axial field $H$ has no matrix element between $|0\rangle$ and the $m=\pm1$ block.

Beyond $B_c$ the state $|l\rangle$ is lowest. A frequency is the magnitude of an energy difference, so the lines from $m=0$ are
\begin{equation}
f_-=R-D,\qquad f_+=R+D .
\end{equation}
At $60$~mT, $b=1679.55$~MHz. For $E=0$ the lines are at $379.55$ and $2979.55$~MHz; for $E=20$~MHz they are at $379.67$ and $2979.67$~MHz. Both move up by $0.12$~MHz, which is $E^2/(2b)=400/3359.1$~MHz, whereas below the crossing $E$ pushed them apart.

The reading rule changes too: the half-difference is now $D$ and the half-sum is $R$. Here $(2979.67-379.67)/2=1300$~MHz. A single pair of frequencies does not tell which rule applies; away from the crossing, where $D$ and $R$ differ clearly, a rough prior value of $D$ or $B$ does.

\section{Variation 2: a small tilt at the crossing}

\textit{The field is tilted by $\alpha=1^\circ$ from $z$ towards $x$, with $E=20$~MHz. How close do the two lowest levels come?}

The Zeeman term becomes $b\cos\alpha\,S_z+b\sin\alpha\,S_x$. To first order in $\alpha$ the first part is unchanged, and the second couples $|0\rangle$ and $|l\rangle$. By equation~(\ref{eq:lowerstrength}) the coupling has magnitude
\begin{equation}
V=b\sin\alpha\,\sqrt{\frac{1-\sin\theta}{2}} .
\end{equation}
Two levels a distance $\delta$ apart, coupled by $V$, are separated by $\sqrt{\delta^2+4V^2}$. The minimum, at $\delta=0$, is $2V$. The third state, about $2D$ higher, is neglected.

At the crossing $R=D$, so $\sin\theta=20/1300=0.0154$ and $b=\sqrt{1300^2-20^2}=1299.8$~MHz. With $\sin1^\circ=0.01745$,
\begin{equation}
2V=2\times1299.8\times0.01745\times\sqrt{\frac{1-0.0154}{2}}\ \text{MHz}=31.8\ \text{MHz}.
\end{equation}
Diagonalizing the full $3\times3$ matrix numerically and minimizing the gap over $B$ also gives $31.8$~MHz. One degree of tilt thus turns the crossing into an avoided one: the lower line no longer falls to zero but has a minimum near $32$~MHz. Near this field $|0\rangle$ and $|l\rangle$ are strongly mixed, and the axial formula for $f_-$ fails even though the tilt is small.

Numbers in the example were calculated in double precision.
